# Photodetection rates from dressed Rabi states in Coulomb and dipole gauges: a numerical check

```python
# Photodetection from dressed Rabi states, Coulomb (C) and dipole (D) gauge. Hartree a.u.
# wc mode frequency, w0 emitter splitting, eta = q*A0*x01, X = a + a^dag, field unit wc*A0.
# H_C = wc a^dag a + (w0/2)[sz cos(2 eta X) + sy sin(2 eta X)],  field F_C = i(a - a^dag)
# H_D = (w0/2) sz + wc a^dag a + i wc eta sx (a^dag - a) + wc eta^2,  F_D = F_C - 2 eta sx
# R = |<k|F|j>|^2, Om = |E_j - E_k|.  Under test: R_C = R_D, and the untransformed operator
# on dipole-gauge states gives R_naive = (wc/Om)^4 R exactly; sum rules, weak-coupling
# limits, an explicit damped sensor (W = 4 wc^2 eta_s^2 R / Gamma), a second fast mode,
# and an untruncated double-well emitter.
import numpy as np
from scipy.linalg import eigh, expm, eigvals
from scipy.constants import physical_constants as pc

sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)   # order: excited, ground
I2 = np.eye(2)
kron = np.kron

def ladder(n):
    return np.diag(np.sqrt(np.arange(1.0, n)), 1)

def fX(n, f):
    a = ladder(n)
    w, v = eigh(a + a.T)
    return (v * f(w)) @ v.T

def rotated(w, eta, n):
    return 0.5*w*(kron(sz, fX(n, lambda x: np.cos(2*eta*x)))
                  + kron(sy, fX(n, lambda x: np.sin(2*eta*x))))

def rabi(wc, w0, eta, n):
    a = ladder(n); In = np.eye(n); num = kron(I2, a.T @ a)
    HC = wc*num + rotated(w0, eta, n)
    HD = 0.5*w0*kron(sz, In) + wc*num + 1j*wc*eta*kron(sx, a.T - a) + wc*eta**2*np.eye(2*n)
    par = kron([-1, 1], (-1)**np.arange(n))
    return dict(HC=HC, HD=HD, F=kron(I2, 1j*(a - a.T)), S=kron(sx, In),
                X=kron(I2, a + a.T), a=kron(I2, a), num=num, par=par)

def sectors(H, par):
    e, o = np.where(par > 0)[0], np.where(par < 0)[0]
    assert np.abs(H[np.ix_(e, o)]).max() < 1e-7      # parity is conserved
    out = []
    for idx in (e, o):
        w, v = eigh(H[np.ix_(idx, idx)])
        V = np.zeros((len(H), len(idx)), complex); V[idx] = v
        out += [w, V]
    return out

def rates(sec, O, m):      # rows: even states, columns: odd states
    return np.abs(sec[1][:, :m].conj().T @ O @ sec[3][:, :m])**2

def solve(wc, w0, eta, n=80, m=30):
    M = rabi(wc, w0, eta, n)
    C, D = sectors(M['HC'], M['par']), sectors(M['HD'], M['par'])
    Om = np.abs(C[2][None, :m] - C[0][:m, None])
    return M, C, D, Om, rates(C, M['F'], m), rates(D, M['F'] - 2*eta*M['S'], m), rates(D, M['F'], m)

# operator identities, away from the Fock cutoff
n, eta = 80, 0.7
M = rabi(1.0, 0.4, eta, n)
U = expm(1j*eta*M['S'] @ M['X'])
low = np.r_[0:15, n:n+15]; blk = np.ix_(low, low)
FD = M['F'] - 2*eta*M['S']
assert np.abs((U.conj().T @ M['F'] @ U - FD)[blk]).max() < 1e-9
assert np.abs((U.conj().T @ M['HC'] @ U - M['HD'])[blk]).max() < 1e-9
assert np.abs((-1j*(M['HD'] @ M['X'] - M['X'] @ M['HD']) - FD)[blk]).max() < 1e-10

# gauge agreement, fourth-power law, closed form and sum rules (wc = 1)
worst_g = worst_l = 0.0
for w0, eta in [(1, 0.1), (1, 0.5), (1, 1.0), (0.4, 0.7), (1.7, 0.3)]:
    M, C, D, Om, RC, RD, RN = solve(1.0, w0, eta)
    s = np.s_[:5, :5]
    assert np.abs(C[0][:5] - D[0][:5]).max() < 1e-9 and np.abs(C[2][:5] - D[2][:5]).max() < 1e-9
    worst_g = max(worst_g, np.abs(RC - RD)[s].max())
    worst_l = max(worst_l, np.abs(RN*Om**4 - RC)[s].max())
    assert np.abs(RC - Om**2*rates(D, M['X'], 30))[s].max() < 1e-7
    assert np.abs(RC*(Om**2 - 1)**2 - 4*eta**2*Om**4*rates(D, M['S'], 30))[s].max() < 1e-6
    assert abs(np.sum(RC[0]/Om[0]) - 1) < 1e-8 and abs(np.sum(RN[0]*Om[0]) - 1) < 1e-8
    assert abs(np.sum(RN[0]/Om[0]) - 1) > 1e-3
assert worst_g < 1e-8 and worst_l < 1e-7
print(f"five (w0,eta) cases: max|R_C-R_D| = {worst_g:.1e}, max|R_naive (Om/wc)^4-R_C| = {worst_l:.1e}")

# weak-coupling limits; tolerances cover the next order in eta
eta = 1e-3
_, _, _, Om, RC, RD, RN = solve(1.0, 1.0, eta, 30, 4)
sl = [(2*R[0, j] - 1)/eta for R in (RC, RN) for j in (0, 1)]
assert np.abs(np.array(sl) - [-2.5, 2.5, 1.5, -1.5]).max() < 0.02
print(f"resonance eta={eta}: (2R-1)/eta lower {sl[0]:.3f}, upper {sl[1]:.3f}")
print(f"   naive (2R-1)/eta lower {sl[2]:.3f}, upper {sl[3]:.3f}")
_, _, _, Om, RC, RD, RN = solve(1.0, 0.5, eta, 30, 4)
pred = 4*eta**2*0.5**4/(0.5**2 - 1)**2
assert abs(RC[0, 0]/pred - 1) < 1e-4 and abs(RN[0, 0]/RC[0, 0]*0.5**4 - 1) < 1e-4
print(f"dispersive w0=wc/2: R = {RC[0,0]:.4e}, limit {pred:.4e}, naive/R = {RN[0,0]/RC[0,0]:.4f}")

# worked example
wc = w0 = 0.05; eta = 0.5; etas = 1e-4; Gam = 5e-4
tau = pc['atomic unit of time'][0]; eV = pc['Hartree energy in eV'][0]
M, C, D, Om, RC, RD, RN = solve(wc, w0, eta)
print(f"example: wc = w0 = {wc} Eh ({wc*eV:.4f} eV), eta = {eta}, eta_s = {etas}, Gamma = {Gam} Eh")
E0 = C[0][0]
assert E0 < C[2][0]
print(f"ground energy = {E0:.6f} Eh")
print("even levels above ground (Eh):", np.round(C[0][1:3] - E0, 6))
print("odd levels above ground (Eh): ", np.round(C[2][:3] - E0, 6))
Sx2 = rates(D, M['S'], 30)
for name, k, j in [("lower->ground", 0, 0), ("upper->ground", 0, 1), ("even1->lower", 1, 0)]:
    print(f"{name}: Om = {Om[k,j]:.6f} Eh, Om/wc = {Om[k,j]/wc:.5f}, |s|^2 = {Sx2[k,j]:.5f}")
    print(f"   R_C = {RC[k,j]:.6f}, R_D = {RD[k,j]:.6f}, R_naive = {RN[k,j]:.6f}")
    print(f"   R_naive/R_C = {RN[k,j]/RC[k,j]:.5f}, (wc/Om)^4 = {(wc/Om[k,j])**4:.5f}")
print(f"upper/lower brightness: correct {RC[0,1]/RC[0,0]:.4f}, naive {RN[0,1]/RN[0,0]:.4f}")
assert RC[0, 1] > RC[0, 0] and RN[0, 1] < RN[0, 0]
print(f"sum R wc/Om: correct {np.sum(RC[0]*wc/Om[0]):.8f}, naive {np.sum(RN[0]*wc/Om[0]):.5f}")
print(f"sum R_naive Om/wc = {np.sum(RN[0]*Om[0]/wc):.8f}")
gC, gD = C[1][:, 0], D[1][:, 0]
nC = (gC.conj() @ M['num'] @ gC).real; nD = (gD.conj() @ M['num'] @ gD).real
nT = np.linalg.norm((M['a'] + 1j*eta*M['S']) @ gD)**2
assert abs(nC - nT) < 1e-9 and abs(nC - nD) > 1e-2
print(f"ground <a^dag a>: Coulomb {nC:.6f}, dipole transformed {nT:.6f}, untransformed {nD:.6f}")

# explicit damped sensor: decay rate of |j, sensor ground> from a complex eigenvalue
n = 40; Ms = rabi(wc, w0, eta, n); Id = np.eye(2*n)
damp = -0.5j*Gam*kron(np.diag([1.0, 0.0]), Id)
cs = kron(I2, fX(n, lambda x: np.cos(2*etas*x))); sn = kron(I2, fX(n, lambda x: np.sin(2*etas*x)))
ap = kron(I2, Ms['a']) + 1j*eta*kron(I2, Ms['S']) + 1j*etas*kron(sx, Id)
Hem = 0.5*w0*kron(I2, kron(sz, np.eye(n)))
cross = 2*wc*eta*etas*kron(sx, Ms['S'])
for name, j in [("lower", 0), ("upper", 1)]:
    ws = Om[0, j]; target = C[2][j] - ws/2
    H1 = kron(I2, Ms['HC']) + 0.5*ws*(kron(sz, cs) + kron(sy, sn)) + damp
    H2 = Hem + wc*ap.conj().T @ ap + 0.5*ws*kron(sz, Id) + damp
    W = []
    for H in (H1, H2, H2 - cross):
        lam = eigvals(H)
        W.append(-2*lam[np.argmin(np.abs(lam - target))].imag)
    Wf, Wn = 4*(wc*etas)**2*RC[0, j]/Gam, 4*(wc*etas)**2*RN[0, j]/Gam
    # corrections scale as (Gamma/spacing)^2 and (coupling/Gamma)^2
    assert abs(W[0]/Wf - 1) < 3e-3 and abs(W[1]/Wf - 1) < 3e-3 and abs(W[2]/Wn - 1) < 3e-3
    print(f"sensor on {name}: W formula {Wf:.4e}, eigenvalue C {W[0]:.4e}, D {W[1]:.4e} a.u.")
    print(f"   naive formula {Wn:.4e}, cross term dropped {W[2]:.4e} a.u.")
    print(f"   W = {Wf/tau:.4e} 1/s, naive {Wn/tau:.4e} 1/s")

# second mode at r*wc with cancelling cross terms: sensor sees only D1 + D2
n1, n2 = 30, 6; errs = []
a1 = kron(I2, kron(ladder(n1), np.eye(n2))); a2 = kron(I2, kron(np.eye(n1), ladder(n2)))
S = kron(sx, np.eye(n1*n2)); Z = kron(sz, np.eye(n1*n2))
par = kron([-1, 1], kron((-1)**np.arange(n1), (-1)**np.arange(n2)))
for r in (25, 100, 400):
    e2 = eta/np.sqrt(r)
    H = (0.5*Z + a1.T @ a1 + r*a2.T @ a2 + 1j*eta*S @ (a1.T - a1) + 1j*r*e2*S @ (a2.T - a2))
    R2 = rates(sectors(H, par), 1j*(a1 - a1.T) - np.sqrt(r)*1j*(a2 - a2.T), 2)[0]
    errs.append(abs(R2[0]/RC[0, 0] - 1))
    print(f"two modes r={r}: R(D1+D2) lower {R2[0]:.5f}, upper {R2[1]:.5f}, lower rel.err {errs[-1]:.2e}")
assert errs[2] < 0.02 and 3 < errs[1]/errs[2] < 5 and abs(R2[1]/RC[0, 1] - 1) < 0.02

# untruncated double well, V = V0 (x^2/b^2 - 1)^2, unit mass
V0, b, nb, wb, nm, nph = 3.0, 2.0, 140, 3.0, 36, 22
c = ladder(nb + 6); x = (c + c.T)/np.sqrt(2*wb); p = 1j*np.sqrt(wb/2)*(c.T - c)
x2 = x @ x; y = x2/b**2 - np.eye(nb + 6); cut = np.s_[:nb, :nb]
em, vm = eigh((0.5*(p @ p).real + V0*y @ y)[cut]); em, vm = em[:nm], vm[:, :nm]
xm, x2m, pm = (vm.T @ O[cut] @ vm for O in (x, x2, p))
w = em[1] - em[0]; qA = eta/abs(xm[0, 1])
a = ladder(nph); ab = ladder(nph + 2); X2 = ((ab + ab.T) @ (ab + ab.T))[:nph, :nph]
Im_, Ip = np.eye(nm), np.eye(nph)
H0 = kron(np.diag(em - em[0]), Ip) + w*kron(Im_, a.T @ a)
HCf = H0 - qA*kron(pm, a + a.T) + 0.5*qA**2*kron(Im_, X2)
HDf = H0 + 1j*w*qA*kron(xm, a.T - a) + w*qA**2*kron(x2m, Ip)
par = kron((-1)**np.arange(nm), (-1)**np.arange(nph))
Cf, Df = sectors(HCf, par), sectors(HDf, par)
F = kron(Im_, 1j*(a - a.T))
rC, rD, rN = rates(Cf, F, 2), rates(Df, F - 2*qA*kron(xm, Ip), 2), rates(Df, F, 2)
Of = np.abs(Cf[2][None, :2] - Cf[0][:2, None])/w
assert np.abs(rC - rD).max() < 1e-5 and np.abs(rN*Of**4 - rC).max() < 1e-5
assert np.abs(rC[0]/RC[0, :2] - 1).max() < 0.1      # two-level truncation error
print(f"double well V0={V0} Eh, b={b} bohr: w0 = {w:.6f} Eh, next level {em[2]-em[0]:.4f} Eh")
print(f"   |x01| = {abs(xm[0,1]):.5f} bohr, q*A0 = {qA:.5f} a.u.")
for name, j in [("lower", 0), ("upper", 1)]:
    print(f"   {name}: Om/wc {Of[0,j]:.5f}, R_C {rC[0,j]:.6f}, R_D {rD[0,j]:.6f}, naive {rN[0,j]:.6f}")
    print(f"   {name}: two-level R deviates by {100*(RC[0,j]/rC[0,j]-1):.2f} percent")
print("no test failed")
```

Output:

```
five (w0,eta) cases: max|R_C-R_D| = 1.1e-13, max|R_naive (Om/wc)^4-R_C| = 8.7e-13
resonance eta=0.001: (2R-1)/eta lower -2.498, upper 2.501
   naive (2R-1)/eta lower 1.502, upper -1.499
dispersive w0=wc/2: R = 4.4444e-07, limit 4.4444e-07, naive/R = 16.0002
example: wc = w0 = 0.05 Eh (1.3606 eV), eta = 0.5, eta_s = 0.0001, Gamma = 0.0005 Eh
ground energy = -0.019165 Eh
even levels above ground (Eh): [0.066434 0.128442]
odd levels above ground (Eh):  [0.025664 0.07293  0.111017]
lower->ground: Om = 0.025664 Eh, Om/wc = 0.51327, |s|^2 = 0.64315
   R_C = 0.082279, R_D = 0.082279, R_naive = 1.185509
   R_naive/R_C = 14.40838, (wc/Om)^4 = 14.40838
upper->ground: Om = 0.072930 Eh, Om/wc = 1.45860, |s|^2 = 0.33928
   R_C = 1.207989, R_D = 1.207989, R_naive = 0.266882
   R_naive/R_C = 0.22093, (wc/Om)^4 = 0.22093
even1->lower: Om = 0.040771 Eh, Om/wc = 0.81542, |s|^2 = 0.21819
   R_C = 0.859063, R_D = 0.859063, R_naive = 1.943144
   R_naive/R_C = 2.26193, (wc/Om)^4 = 2.26193
upper/lower brightness: correct 14.6816, naive 0.2251
sum R wc/Om: correct 1.00000000, naive 2.49313
sum R_naive Om/wc = 1.00000000
ground <a^dag a>: Coulomb 0.050526, dipole transformed 0.050526, untransformed 0.084639
sensor on lower: W formula 1.6456e-08, eigenvalue C 1.6457e-08, D 1.6459e-08 a.u.
   naive formula 2.3710e-07, cross term dropped 2.3722e-07 a.u.
   W = 6.8031e+08 1/s, naive 9.8021e+09 1/s
sensor on upper: W formula 2.4160e-07, eigenvalue C 2.4172e-07, D 2.4172e-07 a.u.
   naive formula 5.3376e-08, cross term dropped 5.3385e-08 a.u.
   W = 9.9880e+09 1/s, naive 2.2067e+09 1/s
two modes r=25: R(D1+D2) lower 0.07737, upper 1.21237, lower rel.err 5.97e-02
two modes r=100: R(D1+D2) lower 0.08107, upper 1.20832, lower rel.err 1.47e-02
two modes r=400: R(D1+D2) lower 0.08198, upper 1.20802, lower rel.err 3.67e-03
double well V0=3.0 Eh, b=2.0 bohr: w0 = 0.020821 Eh, next level 1.7195 Eh
   |x01| = 1.81104 bohr, q*A0 = 0.27608 a.u.
   lower: Om/wc 0.51636, R_C 0.084394, R_D 0.084394, naive 1.187178
   lower: two-level R deviates by -2.51 percent
   upper: Om/wc 1.46378, R_C 1.206666, R_D 1.206666, naive 0.262837
   upper: two-level R deviates by 0.11 percent
no test failed
```
